# Bonding–antibonding splitting of two identical coupled quantum wells

**The system.** Two stacked quantum dots are modelled along the growth axis $x$ by two identical square wells. The potential is $0$ for $b/2<|x|<b/2+w$ and $V_0>0$ everywhere else, so $w$ is the width of each well and $b$ the thickness of the barrier between them. One particle of mass $m$, the same in wells and barriers, occupies the structure. Lateral confinement, Coulomb interaction and any change of the wells with $b$ are left out. Hartree atomic units are used, with $\hbar=1$. For a bound energy $0<E<V_0$ define

$$k=\sqrt{2mE},\qquad \kappa=\sqrt{2m(V_0-E)},\qquad K=\sqrt{2mV_0},\qquad k^2+\kappa^2=K^2 .$$

Numerical parts use the round model values $m=0.1$ electron masses, $V_0=0.01$ hartree and $w=80$ bohr.

## Part (a)

*Derive the conditions that fix the even and odd bound levels, and the condition for one isolated well.*

**Answer.** The potential is symmetric, so each bound state can be taken even or odd and only $x>0$ is needed. In the barrier $\psi\propto\cosh\kappa x$ (even) or $\sinh\kappa x$ (odd). At $x=b/2$ this gives

$$\frac{\psi'}{\psi}=\kappa T_\pm,\qquad T_+=\tanh\frac{\kappa b}{2},\qquad T_-=\coth\frac{\kappa b}{2},$$

with the upper sign for even states. In the right-hand well write $\psi\propto\cos[k(x-b/2)-\phi]$, so that $\psi'/\psi=-k\tan[k(x-b/2)-\phi]$. Since the mass is uniform, $\psi$ and $\psi'$ are continuous. At the inner edge $k\tan\phi=\kappa T_\pm$, and we choose $\phi=\arctan(\kappa T_\pm/k)$. At the outer edge the solution must join $e^{-\kappa x}$, so $k\tan(kw-\phi)=\kappa$. Hence

$$kw=n\pi+\arctan\frac{\kappa}{k}+\arctan\frac{\kappa T_\pm}{k},\qquad n=0,1,2,\dots \tag{1}$$

Negative $n$ is excluded because the two arctangents add to less than $\pi$ while $kw>0$. For an isolated well the inner side also carries a pure exponential, $\psi'/\psi=\kappa$, which is equation (1) with $T=1$. Its $n$-th level is called $E_0$, with $k_0$ and $\kappa_0$ the values of $k$ and $\kappa$ there.

## Part (b)

*Order the two partners of a given $n$, show how they move with $b$, and find when the odd partner is bound.*

**Answer.** The left side of (1) rises with $E$. The right side falls, because $\kappa$ falls, $k$ rises, and both $\kappa\tanh(\kappa b/2)$ and $\kappa\coth(\kappa b/2)$ increase with $\kappa$. For the second, put $u=\kappa b/2$:

$$\frac{d}{du}(u\coth u)=\frac{\sinh u\cosh u-u}{\sinh^2u}>0,\quad\text{since }\sinh 2u>2u .$$

There is therefore at most one root for each $n$ and parity. A larger $T$ raises the right side and moves the root up. Since $T_+<1<T_-$,

$$E_+<E_0<E_- .$$

In this single-band model the even state is the bonding one for every $n$; band mixing, as for holes, lies outside it. As $b$ grows, $T_+$ rises and $T_-$ falls, so $E_+$ rises and $E_-$ falls. The gap $E_--E_+$ decreases with $b$ wherever both partners are bound. This does not yet make it exponential.

As $E\to0$ the right side of (1) exceeds the left, so a root exists if the left side is larger at $E\to V_0$. There $\kappa\coth(\kappa b/2)\to2/b$, and the odd partner is bound if

$$Kw>n\pi+\arctan\frac{2}{Kb}.$$

For $0<Kw-n\pi<\pi/2$ this means $b>2/[K\tan(Kw-n\pi)]$. For $Kw-n\pi\ge\pi/2$ it holds at every $b>0$.

In the example $Kw=3.578$, so both $n=0$ partners are bound at every thickness. For $n=1$, $Kw-\pi=0.4361$ and the odd partner needs

$$b>\frac{2}{0.04472\times\tan 0.4361}\approx 96.0\ \text{bohr}.$$

Counting the nodes of the solution at $E=V_0$ tests this: there are 3 bound states at 0.98 times this thickness and 4 at 1.02 times it.

## Part (c)

*Show that the gap falls exponentially for a thick barrier, and find the prefactor.*

**Answer.** Let $\theta=\arctan(\kappa/k)$, so $k=K\cos\theta$ and $\kappa=K\sin\theta$. Let $s=+1$ for even and $s=-1$ for odd states. Both barrier factors are then

$$T=\frac{1-s\,e^{-\kappa b}}{1+s\,e^{-\kappa b}} .$$

Taking the tangent of (1) after moving $n\pi+\theta$ to the left gives $\tan(kw-\theta)=T\tan\theta$. Clearing denominators,

$$(1+se^{-\kappa b})\sin(kw-\theta)\cos\theta=(1-se^{-\kappa b})\cos(kw-\theta)\sin\theta .$$

The terms without the exponential combine to $\sin(kw-2\theta)$, and those with it to $\sin kw$. With $g(E)=kw-2\theta$,

$$\sin g=-s\,e^{-\kappa b}\sin kw . \tag{2}$$

No approximation has been made so far. The isolated level satisfies $g(E_0)=n\pi$, and the right side of (2) is a small correction when $b$ is large. To expand about $E_0$ we need $dg/dE$. From $dk/dE=m/k$ and $\cos\theta=k/K$,

$$-\sin\theta\,\frac{d\theta}{dE}=\frac{m}{kK}\;\Rightarrow\;\frac{d\theta}{dE}=-\frac{m}{k\kappa},\qquad \frac{dg}{dE}=\frac{m}{k}\Big(w+\frac{2}{\kappa}\Big).$$

To first order $\sin g\approx(-1)^n(dg/dE)_0\,(E-E_0)$. Also $k_0w=n\pi+2\theta_0$, so $\sin k_0w=(-1)^n\sin2\theta_0=(-1)^n\,2k_0\kappa_0/K^2$. The factors $(-1)^n$ cancel:

$$E_s-E_0\approx-s\,\frac{2k_0\kappa_0}{K^2}\,\frac{k_0\kappa_0}{m(2+\kappa_0w)}\,e^{-\kappa_0b}.$$

Subtracting the even result from the odd one doubles this size. Inserting $k_0^2=2mE_0$, $\kappa_0^2=2m(V_0-E_0)$ and $K^2=2mV_0$ gives the leading-order gap

$$\boxed{\Delta=\frac{8E_0(V_0-E_0)}{V_0(2+\kappa_0w)}\,e^{-\kappa_0b}} \tag{3}$$

The prefactor and $\kappa_0$ belong to the isolated well and do not depend on $b$.

For the ground pair $E_0=0.0030418$ hartree, $\kappa_0=0.037305$ bohr$^{-1}$ and $\kappa_0w=2.984$. The prefactor is

$$\frac{8(0.0030418)(0.0069582)}{0.01\times4.984}=3.397\times10^{-3}\ \text{hartree}.$$

The decay length $1/\kappa_0$ is 26.8 bohr (1.42 nm), and the gap drops tenfold for each $\ln10/\kappa_0=61.7$ bohr. The roots of (1) compare with (3) as follows.

| $b$ (bohr) | gap from (1) (hartree) | gap from (3) (hartree) | ratio |
|---|---|---|---|
| 20 | $1.6003\times10^{-3}$ | $1.6110\times10^{-3}$ | 0.9934 |
| 60 | $3.6234\times10^{-4}$ | $3.6227\times10^{-4}$ | 1.0002 |
| 100 | $8.1476\times10^{-5}$ | $8.1469\times10^{-5}$ | 1.0001 |
| 200 | $1.9538\times10^{-6}$ | $1.9538\times10^{-6}$ | 1.0000 |

At 100 bohr the gap is 2.217 meV. Diagonalization in a sine basis, which does not use (1), gives $3.8635\times10^{-5}$ hartree at 120 bohr and $8.6880\times10^{-6}$ at 160 bohr. The logarithm of their ratio divided by 40 bohr is $0.037305$ bohr$^{-1}$, in agreement with $\kappa_0$.

## Part (d)

*Find the leading correction to the gap and state when the exponential law holds.*

**Answer.** Put $\varepsilon=E-E_0$, $q=e^{-\kappa_0b}$ and $\sigma=-s$. Multiplying (2) by $\varepsilon/\sin g$ gives

$$\varepsilon=\sigma q\,G(\varepsilon),\qquad G=e^{-(\kappa-\kappa_0)b}\,\frac{\varepsilon\sin kw}{\sin g}.$$

The last fraction is smooth at $\varepsilon=0$, where part (c) gives $qG(0)=\Delta/2$. Inserting the equation into itself, with $G$ and its derivatives taken at zero,

$$\varepsilon=\sigma qG+q^2GG'+\sigma q^3\big(GG'^2+\tfrac12G^2G''\big)+\dots$$

The second-order term is the same for both parities. It moves the mean of the pair and cancels in the gap, whose relative correction is therefore $q^2(G'^2+\tfrac12GG'')$. For large $b$ the exponential in $G$ dominates the derivatives. Since $d\kappa/dE=-m/\kappa$, $G'\approx(mb/\kappa_0)G$ and $G''\approx(mb/\kappa_0)^2G$, so

$$\frac{E_--E_+}{\Delta}-1\to\frac32\Big(\frac{mb\Delta}{2\kappa_0}\Big)^2,\qquad \frac{E_++E_-}{2}-E_0\to\frac{mb}{\kappa_0}\Big(\frac{\Delta}{2}\Big)^2 .$$

For a thick barrier the correction is small when $mb\Delta/(2\kappa_0)\ll1$, which says that $\kappa b$ hardly changes across the split pair. Inserting (3) gives

$$\frac{mb\Delta}{2\kappa_0}=\frac{k_0^2}{K^2}\,\frac{2}{2+\kappa_0w}\,\kappa_0b\,e^{-\kappa_0b}<\kappa_0b\,e^{-\kappa_0b},$$

so a thick barrier, $\kappa_0b\gg1$, is enough to ensure it. A small value of this quantity does not by itself justify (3), because it also vanishes as $b\to0$, where the large-$b$ estimate does not apply.

The neglected parts of $G'$ and $G''$ are smaller by a factor of order $1/b$, but the length that sets this factor grows with the well width. For $w=400$ bohr at $\kappa_0b=8$ the actual excess is $6\times10^{-8}$ against an estimate of $7\times10^{-11}$. There (3) is accurate because of the factor $q^2$, while the asymptotic estimate of its error is not yet reached. For $w=80$ bohr the approach is as follows. High-precision roots give 0.9891 of the predicted gap correction at 4000 bohr and 0.9946 at 8000 bohr, and extrapolation in $1/b$ gives 1.0000. At 100 bohr $mb\Delta/(2\kappa_0)=0.0109$, so the estimate is $1.8\times10^{-4}$, whereas the actual excess is $0.9\times10^{-4}$. The $1/b$ terms still matter there. At 20 bohr the deviation is negative, which the positive asymptotic term cannot describe. The closeness of (3) at that thickness, where $\kappa_0b$ is only 0.75, is a numerical finding for these parameters.

The derivation of the law does not extend to $b\to0$. There $\kappa T_+\to0$ and $\kappa T_-\to\infty$, so (1) becomes $kw=n\pi+\theta$ and $kw=n\pi+\pi/2+\theta$. These are the even and odd levels of one well of width $2w$, whose spacing is not set by tunnelling. For $w=80$ bohr this spacing, $3.350\times10^{-3}$ hartree, happens to be 0.986 of the prefactor in (3), but for $w=400$ bohr it is 2.1 times the prefactor.

The limit $b\to\infty$ is taken at fixed $E_0<V_0$. A level near the rim has a small $\kappa_0$ and needs a thicker barrier. For $n=1$ the decay length is 120 bohr. At 1200 bohr its gap agrees with (3) to within a few parts in $10^7$.

## Part (e)

*Relate the gap to the wavefunction in the middle of the barrier.*

**Answer.** Take real, normalized $\psi_\pm$. Multiply the equation for $\psi_-$ by $\psi_+$, that for $\psi_+$ by $\psi_-$, subtract, and integrate over $x>0$. The potential terms cancel:

$$(E_--E_+)\int_0^\infty\psi_+\psi_-\,dx=-\frac1{2m}\Big[\psi_+\psi_-'-\psi_-\psi_+'\Big]_0^\infty=\frac{\psi_+(0)\psi_-'(0)}{2m},$$

because $\psi_-(0)=0$. For weak tunnelling use $\psi_\pm\approx[\varphi(x)\pm\varphi(-x)]/\sqrt2$, where $\varphi$ is the normalized state of the isolated right-hand well. Its tail at the midplane grows towards that well, so $\varphi'(0)=\kappa_0\varphi(0)$. Then $\psi_+(0)\approx\sqrt2\,\varphi(0)$, $\psi_-'(0)\approx\sqrt2\,\kappa_0\varphi(0)$, and the integral is close to $1/2$. This gives

$$\Delta\approx\frac{2\kappa_0\,\varphi(0)^2}{m}.$$

The gap is proportional to the probability density of the isolated state $\varphi$ at the midplane. Each tail contributes $e^{-\kappa_0b/2}$ there, and the square supplies $e^{-\kappa_0b}$. At 100 bohr, quadrature gives $\varphi(0)^2=1.0919\times10^{-4}$ bohr$^{-1}$, hence $\Delta=2(0.037305)(1.0919\times10^{-4})/0.1=8.147\times10^{-5}$ hartree, the value from (3).

## Part (f)

*The well bottoms are shifted to $-\delta/2$ (left) and $+\delta/2$ (right), for instance by unequal strain. What happens to the gap?*

**Answer.** Let $P$ be the probability of finding the isolated state inside its well. To first order its energy moves by $\mp P\delta/2$. In the basis of left and right states, with both $\Delta$ and $P\delta$ small compared with the distance to other levels,

$$H\approx\begin{pmatrix}E_0-P\delta/2&-\Delta/2\\-\Delta/2&E_0+P\delta/2\end{pmatrix},\qquad \text{gap}=\sqrt{\Delta^2+(P\delta)^2}.$$

Here $P=0.878$. For $\delta=10^{-4}$ hartree, $P\delta=8.78\times10^{-5}$ hartree. At 100 bohr the formula gives $\sqrt{8.15^2+8.78^2}\times10^{-5}=1.198\times10^{-4}$ hartree, and diagonalization agrees. At 200 bohr the diagonalized gap is $8.78\times10^{-5}$ hartree, about 45 times the value for identical wells. It has levelled off at $P\delta$, so in this model, with $\delta$ held fixed, the gap follows the exponential law only while $\Delta\gg P\delta$. The remaining values are in the numerical output.

## Calculated quantities

```
mass m = 0.1 electron masses
depth V0 = 0.01 hartree; well width w = 80 bohr
K = 0.044721 1/bohr; K w = 3.57771
isolated ground level E0 = 0.00304182 hartree
k0 = 0.024665 1/bohr; kappa0 = 0.037305 1/bohr
kappa0 w = 2.98437
prefactor of exponential = 3.397107e-03 hartree
decay length 1/kappa0 = 26.806 bohr = 1.419 nm
thickness for tenfold drop = 61.72 bohr
b (bohr), E even, E odd, gap, exponential gap (hartree), gap ratio
  20 0.00223027 0.00383059 1.60032e-03 1.61096e-03 0.993394
  40 0.00266555 0.00342874 7.63192e-04 7.63944e-04 0.999016
  60 0.00286362 0.00322596 3.62340e-04 3.62274e-04 1.000180
  80 0.00295697 0.00312880 1.71830e-04 1.71796e-04 1.000194
 100 0.00300141 0.00308289 8.14761e-05 8.14685e-05 1.000093
 150 0.00303553 0.00304815 1.26163e-05 1.26162e-05 1.000007
 200 0.00304085 0.00304280 1.95376e-06 1.95376e-06 1.000000
gap at b = 100 bohr: 2.2171 meV
m b gap/(2 kappa0) at b = 100 bohr: 0.01092
diagonalized gap at b = 100 bohr: 8.14761e-05 hartree
diagonalized gap at b = 120 bohr: 3.86350e-05 hartree
diagonalized gap at b = 160 bohr: 8.68801e-06 hartree
decay constant from these last two: 0.037305 1/bohr
midplane identity, ratio of sides at b = 60 bohr: 0.999918
squared tail at midplane, b = 100 bohr: 1.09194e-04 1/bohr
gap from tail, b = 100 bohr: 8.14685e-05 hartree
b = 4000 bohr: gap error/leading term 0.98909; mean shift/leading 0.99345
b = 8000 bohr: gap error/leading term 0.99455; mean shift/leading 0.99672
extrapolated ratios: gap error 1.00001; mean shift 1.00000
isolated excited level E1 = 0.00965472 hartree
excited decay length = 120.34 bohr
excited gap ratio at b = 1200 bohr: 1.0000002
least b for excited antibonding state = 95.959 bohr
bound states at 0.98 and 1.02 of it: 3, 4
probability inside well P = 0.87795
detuning = 1.0e-04 hartree; P detuning = 8.77945e-05 hartree
detuned b = 100 bohr: gap 1.19776e-04, two-state 1.19771e-04 hartree
detuned b = 200 bohr: gap 8.78162e-05, two-state 8.78163e-05 hartree
```
